# The Doniach-Sunjic lineshape from sudden core-hole creation in a metal, part 2

An X-ray photon suddenly ejects a core electron from an atom in a metal, and the conduction electrons respond to the hole by forming electron-hole pairs. We seek the shape of the core-level line and what it implies for measured intensities.

Until the worked example, part (j), $\hbar=1$. The binding energy in excess of the threshold, where no pairs are created, is $\varepsilon$; kinetic energy falls as $\varepsilon$ rises. By part (a) the line has total area 1 and is

$$A(\varepsilon)=\frac1\pi\,\mathrm{Re}\int_0^\infty dt\,e^{i\varepsilon t}g(t).$$

Here $g(t)$ is the amplitude for the undisturbed metal to survive a time $t$ under the hole potential, with the threshold phase removed.

In part (d) the pairs are independent forced oscillators, $\omega b^\dagger b+\lambda(b+b^\dagger)$ with $\beta=\lambda/\omega$. At zero temperature each contributes $\exp\big[-\beta^2(1-e^{-i\omega t})\big]$, apart from a threshold phase, and acquires on average $\beta^2$ quanta. For a large metal with pair cutoff $\xi$, $\sum\beta^2\to\int d\omega\,(\alpha/\omega)e^{-\omega/\xi}$ and

$$g(t)=(1+i\xi t)^{-\alpha}.$$

Part (e) gives, for $N_c$ channels (one spin and one angular-momentum state each) with phase shifts $\delta_j$ at the Fermi level,

$$\alpha=\sum_j\Big(\frac{\delta_j}{\pi}\Big)^2,\qquad \sum_j\delta_j/\pi=1,\qquad \alpha\ge\frac1{N_c}.$$

The second relation is the screening condition. Below, $0<\alpha<1$.

Two model tests reappear later. On a one-channel ring with level spacing $\Delta$, the hole shifts all levels by $s\Delta$, $s=-\delta/\pi$; part (d) compared the oscillator result with a determinant over occupied levels, for 400 levels, $\delta/\pi=0.30$ and $\xi=6\Delta$. Part (e) used a half-filled chain with hopping energy $-1$ and potential $U=-0.70$ on its first site. The numerical output calls the exponent $\alpha$ the index.

### (f) What is the lineshape when the hole has a finite lifetime?

The hole also decays, for example by an Auger process, into a broad continuum. Include this and evaluate the spectrum for energies well below $\xi$.

**Solution.** Let $C(t)$ be the amplitude that the hole still exists, with its energy as zero. It couples with strength $w$ to continuum states of energy $E_k$ and spacing $\eta$:

$$i\dot C=w\sum_kC_k,\qquad i\dot C_k=E_kC_k+wC .$$

Solving the second equation with $C_k(0)=0$ and inserting it in the first gives

$$\dot C(t)=-w^2\int_0^tdt'\sum_ke^{-iE_k(t-t')}C(t').$$

For a flat, wide continuum the sum is $\frac1\eta\int dE\,e^{-iE(t-t')}=\frac{2\pi}{\eta}\delta(t-t')$. The delta function sits at the end of the range and counts half, so $\dot C=-\gamma C$ with $\gamma=\pi w^2/\eta$. The amplitude is $e^{-\gamma t}$, the probability $e^{-2\gamma t}$ and the lifetime $1/(2\gamma)$. Assuming that decay and screening do not influence each other, the two amplitudes multiply:

$$A(\varepsilon)=\frac1\pi\,\mathrm{Re}\int_0^\infty dt\,e^{-(\gamma-i\varepsilon)t}(1+i\xi t)^{-\alpha}.$$

If $\gamma$ and $|\varepsilon|$ are much smaller than $\xi$, the important times are long compared with $1/\xi$. There $1+i\xi t$ may be replaced by $i\xi t=e^{i\pi/2}\xi t$. The integrand remains integrable at $t=0$ because $\alpha<1$. The gamma-function integral, valid for $\gamma>0$, gives

$$A(\varepsilon)=\frac{\Gamma(1-\alpha)}{\pi\xi^\alpha}\,\mathrm{Re}\big[e^{-i\pi\alpha/2}(\gamma-i\varepsilon)^{\alpha-1}\big].$$

Write $\gamma-i\varepsilon=\sqrt{\varepsilon^2+\gamma^2}\,e^{-i\theta}$ with $\theta=\arctan(\varepsilon/\gamma)$. Raising it to the power $\alpha-1$ gives the phase $(1-\alpha)\theta$. The real part is the cosine of $(1-\alpha)\theta-\pi\alpha/2$, and the cosine is even, so

$$A(\varepsilon)=\frac{\Gamma(1-\alpha)}{\pi\xi^\alpha}\;\frac{\cos\!\big[\tfrac{\pi\alpha}2-(1-\alpha)\arctan(\varepsilon/\gamma)\big]}{(\varepsilon^2+\gamma^2)^{(1-\alpha)/2}} .$$

This is the Doniach-Sunjic lineshape. On a kinetic-energy scale $E=-\varepsilon$, and the minus sign inside the cosine becomes a plus.

Two limits check the signs. For $\alpha\to0$ the cosine is $\gamma/\sqrt{\varepsilon^2+\gamma^2}$, and the line is the normalised Lorentzian $\gamma/[\pi(\varepsilon^2+\gamma^2)]$. For $\gamma\to0$ and $\varepsilon<0$, the cosine tends to $\cos(\pi/2)=0$: the metal has no energy to give. For $\varepsilon>0$ it tends to $\sin\pi\alpha$. Since $\Gamma(1-\alpha)\sin(\pi\alpha)/\pi=1/\Gamma(\alpha)$, the result is $\varepsilon^{\alpha-1}/[\Gamma(\alpha)\xi^\alpha]$, a one-sided singularity at threshold.

### (g) Where is the maximum, and how do the two sides fall off?

**Solution.** Put $\varepsilon=\gamma\tan\theta$ and $\phi=(1-\alpha)\theta-\pi\alpha/2$. Since $\varepsilon^2+\gamma^2=\gamma^2/\cos^2\theta$, the line is proportional to $\cos^{1-\alpha}\theta\,\cos\phi$. Its logarithmic derivative is

$$-(1-\alpha)(\tan\theta+\tan\phi).$$

Both angles lie between $-\pi/2$ and $\pi/2$ and both tangents increase with $\theta$, so there is one maximum, at $\phi=-\theta$. This gives $(2-\alpha)\theta=\pi\alpha/2$ and

$$\varepsilon_{\max}=\gamma\tan\frac{\pi\alpha}{2(2-\alpha)} .$$

The maximum lies above the threshold in binding energy. For small $\alpha$ the displacement is about $\pi\alpha\gamma/4$.

On the high-binding side, for $\varepsilon\gg\gamma$, $\theta\approx\pi/2-\gamma/\varepsilon$. On the low-binding side, $\theta\approx-\pi/2+\gamma/|\varepsilon|$. The cosine becomes, respectively,

$$\sin\!\Big[\pi\alpha+(1-\alpha)\frac\gamma\varepsilon\Big],\qquad \sin\!\Big[(1-\alpha)\frac{\gamma}{|\varepsilon|}\Big].$$

Far out, but still at $|\varepsilon|\ll\xi$, the high side falls as $\sin(\pi\alpha)\,\varepsilon^{\alpha-1}$ and the low side as $(1-\alpha)\gamma|\varepsilon|^{\alpha-2}$, with the same prefactor. The slow tail comes from pair creation. The fast one comes from the lifetime, with both its power and its amplitude modified by screening.

### (h) How much intensity lies in a finite window?

Show why the lineshape of part (f) cannot answer this by itself, and restore the cutoff.

**Solution.** Up to an energy $W\gg\gamma$ the tail contributes an area that grows as $\int^Wd\varepsilon\,\varepsilon^{\alpha-1}\propto W^\alpha$, without limit. Yet part (a) requires total area 1. The conflict arises because $1+i\xi t$ was replaced by $i\xi t$, which is wrong at short times and hence at large energies.

Without lifetime, the spectrum belonging to the full amplitude is

$$P(\omega)=\frac{\omega^{\alpha-1}e^{-\omega/\xi}}{\Gamma(\alpha)\xi^\alpha},\qquad\omega>0,$$

because

$$\int_0^\infty P(\omega)e^{-i\omega t}d\omega=\xi^{-\alpha}\Big(\frac1\xi+it\Big)^{-\alpha}=(1+i\xi t)^{-\alpha}.$$

It is a normalised gamma distribution. The fraction below $W$ is

$$F_0(W)=\frac1{\Gamma(\alpha)}\int_0^{W/\xi}y^{\alpha-1}e^{-y}dy .$$

The lifetime factor $e^{-\gamma|t|}$ convolves $P$ with a Lorentzian. Integrating that Lorentzian over $-W<\varepsilon<W$ gives the fraction

$$F(W)=\int_0^\infty d\omega\,P(\omega)\,\frac1\pi\Big[\arctan\frac{W-\omega}\gamma+\arctan\frac{W+\omega}\gamma\Big].$$

The convolution also tests the lineshape of part (f). With $\alpha=0.14$, $\gamma=0.10$ eV and $\xi=10^4$ eV, the two differ by at most $8.3\times10^{-5}$ of the local height at six energies between $-1$ and $1$ eV.

For a realistic cutoff the leading correction follows from $u=1+i\xi t$. With $z=\varepsilon+i\gamma$,

$$\int_0^\infty dt\,e^{izt}(1+i\xi t)^{-\alpha}=\frac{e^{-z/\xi}}{i\xi}\int_1^{1+i\infty}du\,u^{-\alpha}e^{zu/\xi}.$$

Starting the $u$ integral at 0 instead of 1 gives $e^{-z/\xi}$ times the integral of part (f). The added piece, from 0 to 1, equals $1/(1-\alpha)$ at leading order. After division by $i\xi$ it is imaginary and drops out of the real part; what remains is of order $\gamma/\xi^2$. For $|\varepsilon|\ll\xi$, the factor $e^{-z/\xi}=e^{-\varepsilon/\xi}e^{-i\gamma/\xi}$ therefore multiplies the line by $e^{-\varepsilon/\xi}$ and subtracts $\gamma/\xi$ from the phase $\phi$. Expanding the added piece one order further gives the remainder $+\gamma/[\pi(1-\alpha)(2-\alpha)\xi^2]$. It is small against the high-binding tail, but the low-binding tail is itself proportional to $\gamma$: for the parameters of part (j) the remainder is about 5% of the line at $-1$ eV and has to be kept there.

### (i) What does temperature change?

**Solution.** With $D=e^{\beta(b^\dagger-b)}$ one has $D^\dagger bD=b+\beta$. Hence the forced oscillator is $D^\dagger(\omega b^\dagger b)D-\lambda^2/\omega$. Apart from the threshold phase, the operator to be averaged is $e^Xe^Y$ with

$$X=-\beta(b^\dagger e^{i\omega t}-be^{-i\omega t}),\qquad Y=\beta(b^\dagger-b).$$

Their commutator is the number $-2i\beta^2\sin\omega t$, so $e^Xe^Y=e^{X+Y}e^{-i\beta^2\sin\omega t}$. Here $X+Y=\zeta b^\dagger-\zeta^*b$, where $\zeta=\beta(1-e^{i\omega t})$ and $|\zeta|^2=2\beta^2(1-\cos\omega t)$.

For a thermal oscillator of mean occupation $\bar n$, the geometric distribution gives $\langle b^{\dagger k}b^k\rangle=k!\,\bar n^k$. Normal ordering then yields

$$\langle e^{\zeta b^\dagger-\zeta^*b}\rangle=e^{-|\zeta|^2/2}\sum_k\frac{(-|\zeta|^2)^k}{(k!)^2}k!\,\bar n^k=e^{-|\zeta|^2(\bar n+1/2)} .$$

Setting $\bar n=0$ recovers part (d). Temperature adds the factor $\exp[-2\bar n\beta^2(1-\cos\omega t)]$ for each mode. For $k_BT\ll\xi$ the modes together give $e^{-\alpha J}$ with

$$J(t)=\int_0^\infty d\omega\,\frac{2(1-\cos\omega t)}{\omega(e^{\omega/k_BT}-1)} .$$

Differentiate, expand the Bose factor in exponentials, and use the partial-fraction series of the hyperbolic cotangent:

$$\dot J=2\sum_{k\ge1}\frac{t}{(k/k_BT)^2+t^2}=\pi k_BT\coth(\pi k_BTt)-\frac1t .$$

Since $J(0)=0$, $J=\ln[\sinh(\pi k_BTt)/(\pi k_BTt)]$, and

$$g(t)\to g(t)\Big[\frac{\pi k_BTt}{\sinh(\pi k_BTt)}\Big]^\alpha .$$

At times long compared with $1/(\pi k_BT)$ the power of $t$ in the added factor cancels the one in the zero-temperature amplitude, and $|g(t)|$ decays as $e^{-\alpha\pi k_BTt}$. That rate acts as an extra half-width $\alpha\pi k_BT$, but only if the hole lives long enough to reach those times.

The average assumes that the oscillators account for all thermal states. At fixed electron number they do: the configurations with excitation energy $M\Delta$ and the ways of distributing $M$ among the modes are both counted by the partitions of $M$. Fluctuations of the electron number give a phase variance of order $s^2\Delta k_BTt^2$, which vanishes for a large metal. The determinant comparison of part (d), repeated at $k_BT=2\Delta$ with number fluctuations included, agrees to $2.4\times10^{-12}$.

### (j) What does this give for a line like that of lead?

Use round parameters, not fitted to measured spectra, for a model of a line like Pb 4f$_{7/2}$: $\delta_s=0.20\pi$, $\delta_p=0.10\pi$, $\gamma=0.10$ eV and $\xi=4$ eV. The phase shifts are illustrative: they are chosen to satisfy the screening condition, not calculated for lead. Find the line, the intensity within $\pm2.5$ eV, and the size of the neglected effects.

**Solution.** Spin doubles one $s$ and three $p$ states, giving eight channels. The screening charge is $2(0.20)+6(0.10)=1.00$, as required, and

$$\alpha=2(0.20)^2+6(0.10)^2=0.08+0.06=0.14 ,$$

slightly above the eight-channel bound of 0.125. The lifetime is $\hbar/(2\gamma)=3.3$ fs. The maximum lies at

$$\varepsilon_{\max}=0.10\,\tan\frac{0.14\pi}{3.72}=0.10\times0.119=0.012\ \text{eV}.$$

For the lineshape of part (f), before the cutoff is restored, the full width at half maximum is 0.242 eV, against 0.200 eV for a Lorentzian of the same $\gamma$. The half-widths measured from the maximum are 0.106 eV on the low-binding side and 0.136 eV on the high side.

On the same line the height at $+1$ eV is 7.0% of the maximum, and at $-1$ eV it is 1.2%, a ratio of 5.9. Part (g) gives $\sin(0.440+0.086)/\sin(0.086)=5.8$. The limiting tail laws alone would give 5.0, so 1 eV is not yet in the far tail. The cutoff, treated below, lowers the ratio.

With the cutoff restored, the window of $\pm2.5$ eV holds 91.0% of the intensity. Pair creation without lifetime would leave 93.4% inside, and a Lorentzian of the same $\gamma$ 97.5%. Correcting the windowed area as if the line were Lorentzian would give $0.910/0.975=0.93$ of the true intensity, which is about 7% too low. In a ratio of two intensities this error cancels if both lines have the same $\alpha$, $\gamma$, $\xi$ and window.

The neglected effects have these sizes:

- **Cutoff.** The finite-cutoff line is 0.82 of the ideal one at 1 eV and 0.32 at 5 eV. At 1 eV the correction of part (h) gives $e^{-0.25}\times1.043=0.81$. Near the maximum the effect is small: the width becomes 0.240 eV.
- **Temperature.** At 300 K, $k_BT=0.026$ eV. The width rises from 0.240 to 0.248 eV and the maximum drops by 2%. The long-time half-width $\alpha\pi k_BT=0.011$ eV would suggest a larger rise, but $\pi k_BT/\gamma=0.8$, so the hole decays before that regime is reached.
- **Spectrometer and lattice vibrations.** An assumed joint Gaussian of 0.20 eV full width, added to the 300 K line, widens it to 0.378 eV and moves its maximum to 0.023 eV. This is the largest change to the core of the line.
- **Spin-orbit partner.** The 4f$_{5/2}$ line lies roughly 5 eV higher in binding energy, with a statistical weight of 0.75. There the calculated 4f$_{7/2}$ tail, without thermal or Gaussian broadening, is 0.7% of the partner's peak height.

Real lead departs from the model in its density of states, which is not smooth over several electronvolts, and in the equal phase shifts given to all six $p$ channels despite strong spin-orbit coupling. The factor of three between the ideal and cutoff lines at 5 eV shows how strongly the far tail depends on the cutoff. The background of inelastically scattered electrons also lies in that region. It is not included here, and neither are plasmon losses, which a free-electron estimate places roughly 10 eV or more above the line in binding energy. The 91.0% is therefore a property of this model with $\xi=4$ eV, while the asymmetry within a few tenths of an electronvolt is set mainly by $\alpha$, $\gamma$ and the resolution. The numerical output below lists the values used.

## Computed values

```
MODEL TESTS
chiral ring: phase shift/pi = 0.30, index = 0.090
largest determinant-boson difference, T=0: 6.6e-12
largest determinant-boson difference, T>0: 2.4e-12
chain: end-site potential = -0.70 hopping
chain: phase shift = 0.6107 rad
chain: index from phase shift = 0.03779
chain: index from overlap, 200 to 800 sites = 0.03756
chain: index from time decay, 300 sites = 0.03760
chain: weak-coupling index = 0.04965
chain: phase shift/pi = 0.1944
chain: charge drawn in = 0.1944 electrons
lineshape: largest relative difference = 8.3e-05
EXAMPLE INPUTS
s and p phase shifts = 0.20 pi, 0.10 pi
screening charge = 1.00 electrons
lifetime half-width = 0.10 eV, pair cutoff = 4.0 eV
temperature = 300 K, thermal energy = 0.02585 eV
assumed Gaussian FWHM = 0.20 eV
EXAMPLE RESULTS
singularity index = 0.1400
lower bound on index for 8 channels = 0.1250
core-hole lifetime = 3.29 fs
ideal peak displacement, formula = 0.01188 eV
ideal peak displacement, search = 0.01188 eV
ideal FWHM = 0.2419 eV (Lorentzian 0.2000 eV)
ideal half-widths: low side 0.1055, high side 0.1364 eV
ideal peak height = 2.0679 per eV
ideal height at -1.0 eV / peak = 0.0119
ideal height at -0.2 eV / peak = 0.1969
ideal height at +0.0 eV / peak = 0.9887
ideal height at +0.2 eV / peak = 0.3771
ideal height at +0.5 eV / peak = 0.1429
ideal height at +1.0 eV / peak = 0.0699
intensity within +-2.5 eV = 90.99 %
same, pair excitation only = 93.43 %
same, symmetric Lorentzian = 97.45 %
NEGLECTED EFFECTS
finite-cutoff / ideal height at 1 eV = 0.8194
finite-cutoff / ideal height at 5 eV = 0.3180
finite cutoff: peak 0.01166 eV, FWHM 0.2398 eV
with 300 K: peak 0.01232 eV, FWHM 0.2478 eV
300 K peak height / cold height = 0.9799
long-time thermal half-width = 0.01137 eV
300 K and Gaussian: peak 0.02265 eV, FWHM 0.3778 eV
rough spin-orbit splitting = 5 eV, weight ratio = 0.75
tail / partner peak height = 0.66 %
```
